Channel-length factor in the MOS square law: one branch or both?

**Q:** I am writing a current model for a long n-channel transistor. Below pinch-off I use the plain square law. Above it I multiply by one plus lambda times the drain voltage:

I = K(UV − V²/2) for V < U

I = ½KU²(1 + λV) for V ≥ U

Here V is the drain-source voltage, U = V_GS − V_T is the gate overdrive, and K = μC_ox W/L. The factor stands for channel shortening, which begins at pinch-off, so it belongs on the second line alone. A colleague wants it on both lines. Surely that puts saturation physics where there is none?

**A:** Your account of the physics is fair. The trouble is at the joint. What does each line give as V approaches U?

**Q:** The first gives K(U² − U²/2) = ½KU². The second gives ½KU²(1 + λU). They differ.

**A:** Write I₀ = ½KU² for the current without the factor. The step is

ΔI = I₀(1 + λU) − I₀ = λU I₀ = ½λKU³

It is upward for λ > 0 and U > 0. Relative to I₀ it is λU, so it fades at small overdrive and grows at large overdrive.

Let us put numbers in. Take an oxide of 15 nm, W = 10 μm, L = 2 μm, an effective mobility of 500 cm²/Vs, V_T = 0.7 V, V_GS = 1.7 V and λ = 0.05 V⁻¹. Then U = 1.0 V and C_ox = 0.2302 μF/cm², so

K = 500 × 0.2302 × (10/2) = 575.5 μA/V²

I₀ = ½ × 575.5 × 1.0² = 287.8 μA

ΔI = 0.05 × 1.0 × 287.8 = 14.4 μA

The current leaps from 287.76 to 302.15 μA with no change in voltage.

**Q:** That is five per cent. My mobility is not known that well. Why should I care?

**A:** Because an error in mobility moves a curve, while this tears it. Connect the drain through R = 6.8 kΩ to a supply V_DD = 3.0 V. The resistor delivers (V_DD − V)/R, and at the operating point this must equal the transistor current. At V = U the resistor delivers

(3.0 − 1.0)/6800 = 294.1 μA

Now look on each side of the boundary. For V < U your transistor carries less than 287.8 μA, while the resistor delivers more than 294.1 μA. For V ≥ U your transistor carries at least 302.1 μA, while the resistor delivers at most 294.1 μA.

**Q:** So the currents are never equal. The circuit has no operating point?

**A:** Your equations have none. A scan of V from 0 to 3 V finds a smallest mismatch of 6.36 μA, which is the distance from 294.12 down to 287.76 μA. The failure occurs whenever the load current at V = U falls inside the gap:

I₀ < (V_DD − U)/R < I₀(1 + λU)

Taking reciprocals reverses the inequalities, and multiplying by V_DD − U, which is positive here, gives

(V_DD − U)/[I₀(1 + λU)] < R < (V_DD − U)/I₀

For this transistor and supply, that is 6.619 to 6.950 kΩ.

**Q:** What would a Newton solver do there?

**A:** Start it at 3 V, on your saturation line. That line is straight in V, and so is the load, so the first step lands where the two lines would cross if the saturation line were extended:

I₀(1 + λV) = (V_DD − V)/R

V = (V_DD/R − I₀)/(1/R + λI₀) = (441.18 − 287.76)/(147.06 + 14.39) = 0.9503 V

This is below U, so the solver must now use the triode line. There the transistor carries I₀ − ½K(U − V)² = 287.05 μA with slope K(U − V) = 28.6 μA/V, while the load delivers 301.43 μA. The next step is

ΔV = (301.43 − 287.05)/(28.6 + 147.06) = 0.082 V

and V becomes 1.032 V, which is back in saturation. From any point on that straight line the next step is 0.9503 V again, so the solver alternates between these two voltages. Shorter steps would not rescue it, because there is no solution to approach.

**Q:** All right, I accept that the gap is a fault. But I can close it without touching the triode line. In saturation I will use 1 + λ(V − U). It equals one at the boundary and grows from there, just as the shortening does.

**A:** That does close the current gap: both sides give 287.8 μA. Now compare the slopes.

**Q:** The triode slope is K(U − V), which goes to zero at V = U. The saturation slope is λI₀. So the slope steps from zero to 14.4 μA/V.

**A:** Yes. The circuit is solvable again, since this current is continuous and rising: with 6.8 kΩ the operating point is 1.039 V and 288.3 μA, and Newton's method started at 3 V reaches it. What remains is that the output conductance is discontinuous. The number resembles the earlier current step because U happens to be 1 V, but the quantities and their units differ.

To see what a full repair needs, go back to where the square law comes from. Assume that the field along the channel varies gradually, that mobility is constant, that carriers move by drift, and that the depletion charge is the same all along the channel. At a point where the channel potential relative to the source is v, the mobile charge per area has magnitude C_ox(U − v). Counting current into the drain as positive,

I = Wμ C_ox(U − v) dv/dx

The current is the same at every x. Integrate from source to drain and divide by L:

f(V) = K ∫₀^V (U − v) dv = K(UV − V²/2) for V ≤ U

I call this f because it is the core, before any λ. At V = U the mobile charge at the drain end reaches zero. In this idealization a higher drain voltage adds nothing to the integral, so f stays at I₀. Both regions are covered by

f(V) = K ∫₀^V max(U − v, 0) dv

The derivative of an integral with respect to its upper limit is the integrand there:

f′(V) = K max(U − V, 0)

This slope is the mobile charge at the drain end, apart from constants. It runs down to zero and stays there without a step. The core is therefore continuous in current and in slope. The smooth joint was there before you put a factor on one side of it. This is a property of the formula, not of the device. As the drain charge goes to zero at finite current, the drain field and drift speed in this model grow without limit, and for our numbers the speed passes 10⁷ cm/s at V = 0.877 V, before the joint is reached.

**Q:** And if the same factor multiplies both sides?

**A:** Then I = f(V)(1 + λV) everywhere, and the product rule gives

I′ = f′(V)(1 + λV) + λf(V)

As V approaches U from either side, f goes to I₀ and f′ goes to zero. Hence, from both sides,

I → I₀(1 + λU) = 302.15 μA

I′ → λI₀ = 14.4 μA/V

The triode curve now arrives at the boundary with the slope that the saturation curve has when it leaves.

**Q:** Does my 6.8 kΩ circuit have a solution now?

**A:** It has one, and no more than one. The repaired current is continuous. It rises with V for V > 0, because f′(1 + λV) is never negative and λf is positive. The load current falls steadily. At V = 0 the transistor current is below the load current, and at V = V_DD it is above it, so the curves cross once. That argument holds for any positive resistance and supply. Here the crossing is at 0.954 V and 300.9 μA, and Newton's method started at 3 V reaches it.

**Q:** We have been sweeping the drain. Does the gate see any of this?

**A:** It does, and there the same step appears as a fall in current. Hold V at 1.0 V and raise the gate voltage. The device is saturated while U < V and enters triode when U passes V. What are your two currents at that moment?

**Q:** On the saturation side, ½KV²(1 + λV). On the triode side, K(V·V − V²/2) = ½KV². So as I raise the gate voltage, the current drops!

**A:** By λV·½KV² = 14.4 μA. Nothing in the assumed channel physics would make more gate charge reduce the current; the drop comes from switching formulas. The transconductance, which is the derivative with respect to U at fixed V, is also broken:

saturation side: KU(1 + λV) → KV(1 + λV) = 604.3 μA/V

triode side: KV = 575.5 μA/V

With the factor on both branches, the triode value becomes KV(1 + λV) as well. Current and transconductance then both match.

**Q:** Then the repaired model is smooth.

**A:** It is smooth to first order. Differentiate once more:

I″ = f″(1 + λV) + 2λf′

At the boundary f′ is zero on both sides, but f″ is −K on the triode side and zero on the saturation side. So I″ steps from

−K(1 + λU) = −604.3 μA/V²

to zero. If you expand the current about V = U, the second-order coefficient depends on which way you go. The repair is enough for a continuous current and continuous small-signal conductances. A calculation that needs a continuous second derivative needs a different model near the boundary.

**Q:** I still have my first objection. There is no pinched-off region in triode, so what does λ mean there?

**A:** It has no meaning as channel shortening. In triode the factor is a joining device, and it has a price: it raises the triode current by the fraction λV. At 0.5 V the current goes from 215.8 to 221.2 μA, an increase of 2.5% over the core. At 0.9 V it goes from 284.9 to 297.7 μA, an increase of 4.5%.

To first order the price vanishes where the transistor acts as a small-signal resistor. At V = 0 the core current is zero and its slope is KU, so

I′(0) = KU × 1 + λ × 0 = KU = 575.5 μA/V

The on-conductance is untouched at fixed K. The curvature is not. If source and drain exchange roles for V < 0, the factor becomes 1 + λ|V|, and I″ steps at V = 0 from −K − 2λKU = −633.1 to −K + 2λKU = −518.0 μA/V², where the core alone has −K on both sides. In the other limit, λ → 0, all the versions we have discussed become the same square law.

**Q:** Could I then take any triode formula and any saturation formula, put 1 + λV on both, and expect a smooth joint?

**A:** No. Let the core slopes on the two sides of a boundary V_b be f′₋ and f′₊, with the core current itself continuous. The term λf is then the same on both sides, and subtracting the product rule on one side from that on the other leaves

I′₊ − I′₋ = (f′₊ − f′₋)(1 + λV_b)

A common factor preserves a smooth joint, but it does not mend a kink.

Velocity saturation gives a case. Let the drift speed be μE/(1 + E/E_c), where E = dv/dx is the magnitude of the field along the channel. Then

I(1 + E/E_c) = KL(U − v)E

Integrating over the channel length turns E dx into dv:

I(L + V/E_c) = KL(UV − V²/2)

Divide by L and write V_c = E_c L:

f = K(UV − V²/2)/(1 + V/V_c)

Suppose you keep the old boundary V = U and hold the core constant beyond it. The quotient rule gives

f′ = K[(U − V)(1 + V/V_c) − (UV − V²/2)/V_c]/(1 + V/V_c)²

At V = U the first term in the bracket vanishes, and

f′₋ = −K(U²/2V_c)/(1 + U/V_c)²

For a saturation speed of 10⁷ cm/s, E_c is that speed divided by μ, and V_c = 4.0 V. This gives f′₋ = −575.5 × 0.125/1.5625 = −46.0 μA/V, while f′₊ = 0. After multiplication by 1.05 the slope step is 48.3 μA/V, and the λ factor has not removed it. The negative slope is itself a warning: above about 0.9 V the formula would need carriers at the drain end to move faster than the saturation speed (twice as fast at 0.95 V), so it is being used beyond the range of its derivation.

**Q:** So the boundary has to move to where the core slope is zero.

**A:** For this drift law, with the core held constant beyond the boundary, yes. Set the bracket to zero and multiply out:

U + UV/V_c − V − V²/V_c − UV/V_c + V²/(2V_c) = 0

The UV/V_c terms cancel, leaving

U − V − V²/(2V_c) = 0

Multiply by −2V_c to get V² + 2V_cV − 2V_cU = 0, whose positive root is

V_b = V_c[√(1 + 2U/V_c) − 1] = 4.0 × (√1.5 − 1) = 0.899 V

With the boundary there, and the core held at its maximum beyond it, the common factor again gives matching current and slope. At V_b the carriers at the drain end just reach the saturation speed, which this law allows only at an infinite field, so the gradual-field assumption is already failing there. The rule does not carry over to every drift law. For μE/(1 + E/2E_c) capped at the saturation speed, the cap is reached at 0.889 V, where the core slope is still 28.8 μA/V. Holding the core constant from there leaves a slope step of about 30 μA/V, and the zero-slope point of that formula, 0.944 V, would need twice the saturation speed. For this law your first instinct is the better guide. Let the channel shorten only beyond the cap, starting from the field 2E_c reached there, and use no common factor. The slope just above the cap is then 28.8 μA/V, the same as just below it.

**Q:** How close is all this to a real transistor? If I adopt the repair, have I gained five per cent in accuracy?

**A:** You have gained solvable equations with continuous conductances, not accuracy. The parameters are rough typical values for older micrometre-scale silicon CMOS, and several neglected effects are larger than the 5% step. Taken one at a time, relative to I₀ at the same gate voltage, the estimates are these. Letting the depletion charge grow along the channel, for a doping of 3 × 10¹⁶ cm⁻³, lowers the saturation current by 18% and moves the boundary to 0.83 V. That doping alone, under an n⁺ polysilicon gate with no oxide charge, would give a threshold near 0.2 V, so V_T = 0.7 V presumes a threshold implant; a uniform doping of about 1.3 × 10¹⁷ cm⁻³, which gives 0.7 V by itself, would lower the current by about 30% and move the boundary to about 0.7 V. Both figures pin the surface potential at its threshold value. A charge-sheet calculation with diffusion, matched to the same on-conductance KU, gives 10.5% and 24% instead, and has no sharp boundary; integrating the mobile charge over depth as well (the Pao-Sah integral) gives 11.5% and 25%. Velocity saturation lowers the current by 19% with the drift law used above. The figure depends strongly on that law: with the same mobility and saturation speed, a drift speed μE/(1 + E/2E_c) capped at the saturation speed gives 11%, and μE/√(1 + (E/E_c)²) gives 5%. All three figures also depend on the assumed saturation speed: at 8 × 10⁶ cm/s they become 23%, 13.5% and 7%, and at 6.5 × 10⁶ cm/s they become 26%, 16% and 9%. If 500 cm²/Vs were a low-field mobility, a rough gate-field coefficient of 0.1 V⁻¹ would take off 9% when applied with the source overdrive U, or 6% when applied with the local overdrive U − v. Operation at 358 K takes off about 14%, with mobility falling as T^(−1.5) and the threshold falling by 1 mV/K. This is a difference of two larger effects, and it shrinks to 9% at 1.5 mV/K and 4.5% at 2 mV/K. A source resistance of 50 Ω takes off 3%. These effects interact, so the percentages should not be added. The step in your original version would also change, since it is λ times the boundary voltage times the core current there: it comes to about 10 μA instead of 14.4 μA for the 18% and 19% cases, and to 11 or 12 μA with the other two drift laws. The smaller corrections are in the numerical output.

**Q:** And λ itself? I have been treating it as a constant.

**A:** That is another approximation. An estimate of the pinched-off length, with the boundary kept at U, a rough junction depth of 0.2 μm and a field of 2E_c where the pinched-off region begins, gives 224 nm at V = 3 V, about a ninth of the channel. In that estimate the slope of the current, divided by the current at the boundary, is 0.125 V⁻¹ just above the boundary and 0.030 V⁻¹ near 3 V. A constant λ of 0.05 V⁻¹ is a compromise between them. From 1 V to 3 V it raises the current by a factor of 1.095, where the estimate gives 1.126. Each ratio is taken to its own boundary current; since the repaired model already starts 5% above I₀, it reaches 1.15 I₀ at 3 V against the estimated 1.126 I₀. The rise from 1 V to 3 V is about three quarters of the estimated one, and the output conductance is 0.4 of the estimated value just above the boundary and 1.7 times it at 3 V. The estimate is itself rough: taking E_c instead of 2E_c for the starting field gives 289 nm, an initial slope of 0.25 V⁻¹ and a factor of 1.169, of which the constant λ supplies 56% of the rise. It can also move the other way. If the shortening is solved together with the capped drift law, whose drain field at the cap is 2E_c, the factor from 1 V to 3 V is 1.100 and the constant λ supplies 95% of the rise. Its conductance is then 0.5 of the estimated value at 1 V and 2.3 times it at 3 V. If that conductance matters to your circuit, λ should be fitted near the voltage where the transistor will work. The fit has a price, because λ sets the level of the current as well as its slope. Matching the slope of the first estimate at 1.1 V with λ alone puts the current 12% above that estimate, and refitting K as well lowers the on-conductance by 12%. At 2 V both errors are under 2%. With the square-law core, or any core whose slope is zero at its boundary, the factor 1 + λV still goes on both branches, so that the fitted value does not reopen the gap. For a core that reaches its boundary with a nonzero slope, the common factor leaves a kink and the joint has to be worked out afresh.

Computed values

```
oxide 15 nm, W 10 um, L 2 um
mobility 500 cm2/Vs, T 300 K
VT 0.7 V, VGS 1.7 V, U 1.0 V, lambda 0.05 1/V
oxide capacitance 0.2302 uF/cm2
K 575.52 uA/V2; core saturation current 287.76 uA
saturation-only: left 287.76 uA, right 302.15 uA
jump 14.39 uA = 5.00 % of core
saturation-only slopes: left 0.00, right 14.39 uA/V
both: left 302.15 uA, right 302.15 uA
both slopes: left 14.39, right 14.39 uA/V
both curvatures: left -604.3, right 0.0 uA/V2
shifted factor: left 287.76, right 287.76 uA
shifted slopes: left 0.00, right 14.39 uA/V
both, conductance at v=0: 575.52 uA/V
v 0.5 V: core 215.82, sat-only 215.82, both 221.22 uA
v 0.9 V: core 284.88, sat-only 284.88, both 297.70 uA
v 2.0 V: core 287.76, sat-only 316.54, both 316.54 uA
v 3.0 V: core 287.76, sat-only 330.93, both 330.93 uA
gate sweep at drain 1.0 V, current step on raising gate:
  saturation-only -14.39 uA
  its gm: saturation side 604.30, triode 575.52 uA/V
  both, gm: saturation side 604.30, triode 604.30 uA/V
supply 3.0 V, load 6.8 kohm
load current at v=U 294.12 uA
no solution for load from 6.619 to 6.950 kohm
smallest current mismatch in scan 6.36 uA
Newton cycle 0.9503 and 1.0321 V
both: operating point 0.9542 V, 300.86 uA
Neglected effects, change of core saturation current, each alone:
  depletion charge -17.7 %, edge 0.832 V
    doping 3e+16 cm-3, body factor 0.433 V^0.5
  velocity saturation -19.2 %, edge 0.899 V
    saturation speed 1e+07 cm/s, EC*L 4.00 V
    slope step if its edge is left at U: 48.34 uA/V
  gate-field mobility loss -9.1 % at 0.1 1/V
  source resistance 50 ohm: -2.8 %
  inversion-layer thickness -2.6 %
  diffusion near pinch-off, at v=U: -0.13 %
  self-heating at 3 V: 0.75 K, -0.37 %
  use at 358 K: -14.1 %
Channel shortening, pseudo-two-dimensional estimate:
  pinched length at 3 V 224 nm
  current ratio 3 V to 1 V: 1.126; constant lambda 1.095
  relative slope 1.0-1.1 V 0.125, 2.9-3.0 V 0.030 1/V
impact-ionization current at 3 V: 0.074 % of drain current
oxide voltage 1.38 V, field 0.92 MV/cm
log10 of oxide tunnelling probability -67
```
